# Exchange Is Coulomb Repulsion in Antisymmetric States, Not a Separate Force

## Definitions and conventions

Hartree atomic units are used. The electrons are non-relativistic, with the Hamiltonian

$$H(\lambda)=\sum_i h(i)+\lambda\sum_{i<j}\frac{1}{r_{ij}} .$$

Here $h$ contains the kinetic energy and a spin-independent external potential. The number $\lambda$ scales the repulsion: $\lambda=1$ is the physical case, and $\lambda=0$ switches the interaction off. Magnetic interactions between spins are left out.

For orthonormal spatial orbitals $a$ and $b$, the direct and exchange integrals are

$$J_{ab}=\langle ab|\tfrac{1}{r_{12}}|ab\rangle=\iint\frac{|a(\mathbf r_1)|^2|b(\mathbf r_2)|^2}{r_{12}}\,d^3r_1d^3r_2,$$

$$K_{ab}=\langle ab|\tfrac{1}{r_{12}}|ba\rangle=\iint\frac{a^*(\mathbf r_1)b^*(\mathbf r_2)\,b(\mathbf r_1)a(\mathbf r_2)}{r_{12}}\,d^3r_1d^3r_2 .$$

In a ket such as $|ab\rangle$, the first orbital belongs to electron 1.

## The belief and its appeal

The belief says that electrons with parallel spins feel, besides their Coulomb repulsion, a second force called exchange. There are reasons to think so. Two electrons with parallel spins are never found at the same point. A triplet often lies below the singlet of the same configuration. The splitting can even be written as a coupling between two spins.

Yet $H(\lambda)$ has no term for such a force. The derivative of its potential energy with respect to an electron's position contains the external force and the Coulomb repulsion, and neither depends on spin. Whatever exchange is, it must come from the states.

## Two electrons

Put one electron in $a$ and one in $b$. The spatial functions of definite symmetry are

$$\Phi_\mp=\frac{1}{\sqrt2}\big(|ab\rangle\mp|ba\rangle\big).$$

The total state must change sign when the electrons are swapped. The antisymmetric $\Phi_-$ therefore goes with the symmetric triplet spin functions, and $\Phi_+$ with the singlet. The mean repulsion, with $w=1/r_{12}$, is

$$\langle\Phi_\mp|w|\Phi_\mp\rangle=\tfrac12\big(\langle ab|w|ab\rangle+\langle ba|w|ba\rangle\mp\langle ab|w|ba\rangle\mp\langle ba|w|ab\rangle\big).$$

Renaming the integration variables $1\leftrightarrow2$ leaves $w$ unchanged. The first two terms are thus both $J_{ab}$ and the last two both $K_{ab}$. The last two are also complex conjugates of each other, so $K_{ab}$ is real. Hence

$$\langle\Phi_\mp|w|\Phi_\mp\rangle=J_{ab}\mp K_{ab}.$$

The one-body energy is the same in both states, because its cross term, for example $\langle ab|h(1)|ba\rangle=\langle a|h|b\rangle\langle b|a\rangle$, vanishes by orthogonality. Therefore

$$\langle H\rangle_\mp=\langle a|h|a\rangle+\langle b|h|b\rangle+\lambda(J_{ab}\mp K_{ab}).$$

One operator, $1/r_{12}$, has produced both $J$ and $K$. If the orbitals overlapped, the one-body cross terms would survive, and the splitting would no longer be a pure exchange integral.

The phrase "between parallel spins" also needs care. The triplet with $M=0$ has the spin function $(\uparrow\downarrow+\downarrow\uparrow)/\sqrt2$. Its spin projections are opposite, but its spatial part is $\Phi_-$ and its repulsion is $J-K$. The open-shell singlet contains exchange too, with a plus sign. The single determinant

$$\frac{1}{\sqrt2}\big(|ab\rangle\,|{\uparrow\downarrow}\rangle-|ba\rangle\,|{\downarrow\uparrow}\rangle\big)$$

has repulsion $J$, since its cross terms contain the overlap of $\uparrow\downarrow$ with $\downarrow\uparrow$, which is zero. It is an equal mixture of the singlet and the $M=0$ triplet, and $J$ is the average of $J+K$ and $J-K$.

The spin coupling follows from the same numbers. Let $\mathbf s_a$ and $\mathbf s_b$ be the spins of the electrons in $a$ and $b$. For total spin $S$,

$$\mathbf s_a\cdot\mathbf s_b=\tfrac12\left[S(S+1)-\tfrac34-\tfrac34\right],$$

which is $\tfrac14$ for the triplet and $-\tfrac34$ for the singlet. The expression

$$J-\tfrac12K-2K\,\mathbf s_a\cdot\mathbf s_b$$

then gives $J-K$ and $J+K$. Since $w$ contains no spin, it does not connect states of different $S$ or $M$, so this expression reproduces its whole matrix in the four-state space. The spins here label the symmetry of the spatial function. The energy in $K$ is electrostatic.

## Any number of electrons in one determinant

Let $\varphi_1,\dots,\varphi_N$ be orthonormal spin orbitals, and let

$$\Psi=\frac{1}{\sqrt{N!}}\sum_P(-1)^P\varphi_{P(1)}(1)\cdots\varphi_{P(N)}(N).$$

By antisymmetry all $N(N-1)/2$ pairs contribute equally, so it suffices to evaluate $w(1,2)$. In the double sum over permutations $P$ (bra) and $Q$ (ket), the overlaps of electrons $3,\dots,N$ vanish unless $P$ and $Q$ agree there. Then either $Q=P$, or $Q$ differs by a swap of the first two orbitals, which brings a minus sign. Each ordered pair $i\neq j$ in the first two places occurs in $(N-2)!$ permutations $P$. Thus

$$\Big\langle\sum_{k<l}w(k,l)\Big\rangle=\frac{N(N-1)}{2}\,\frac{(N-2)!}{N!}\sum_{i\ne j}\big(\langle ij|w|ij\rangle-\langle ij|w|ji\rangle\big).$$

The prefactor is $\tfrac12$. Take each $\varphi_i$ to be a spatial orbital times $\uparrow$ or $\downarrow$ along one common axis, with projection $\sigma_i$, and let $J_{ij}$ and $K_{ij}$ refer to the spatial parts. The spin overlaps in the second term then give $\delta_{\sigma_i\sigma_j}$. The terms with $i=j$ may be added, because $J_{ii}-K_{ii}=0$. With the factor $\lambda$, the interaction energy is

$$E_{\rm int}=\frac{\lambda}{2}\sum_{ij}J_{ij}+E_x,\qquad E_x=-\frac{\lambda}{2}\sum_{ij}\delta_{\sigma_i\sigma_j}K_{ij}.$$

At fixed orbitals $E_x$ is proportional to $\lambda$. If the orbitals themselves depend on $\lambda$, it still goes to zero with $\lambda$ as long as the integrals stay finite. For three electrons on a small lattice with a random pair interaction, the explicitly antisymmetrized state and this rule both give 2.118157 in model units.

The sum includes self-exchange. Two electrons of opposite spin in one orbital $s$ have $E_x=-\lambda J_{ss}$, although no two spins are parallel. This removes the self-repulsion from the direct term $2\lambda J_{ss}$ and leaves the correct $\lambda J_{ss}$.

## Exchange follows the interaction

With the overlap density $\rho(\mathbf r)=a^*(\mathbf r)b(\mathbf r)$, the exchange integral reads

$$K_{ab}=\iint\frac{\rho(\mathbf r_1)\rho^*(\mathbf r_2)}{r_{12}}\,d^3r_1d^3r_2 .$$

Insert $1/r=(2\pi^2)^{-1}\int d^3k\,e^{i\mathbf k\cdot\mathbf r}/k^2$ and define $\tilde\rho(\mathbf k)=\int\rho(\mathbf r)e^{i\mathbf k\cdot\mathbf r}d^3r$. The two space integrals become $\tilde\rho$ and its conjugate:

$$K_{ab}=\frac{1}{2\pi^2}\int d^3k\,\frac{|\tilde\rho(\mathbf k)|^2}{k^2}\ge0 .$$

This sign places $\Phi_-$ below $\Phi_+$ for the same orthonormal orbitals, unless $a^*b$ vanishes everywhere, in which case $K=0$ and the two are degenerate. It rests on the positive Fourier transform of the Coulomb interaction, not on a preference of spins for alignment.

Two other interactions make the point. If $w$ is a constant $c$, then $K=c\,|\int\rho\,d^3r|^2=0$ by orthogonality: there is an interaction and there is antisymmetry, but no splitting. If $w=g\,\delta(\mathbf r_1-\mathbf r_2)$, then $J=K=g\int|a|^2|b|^2d^3r$. The triplet has no interaction energy, because $\Phi_-$ vanishes where the electrons meet. A separate force between parallel spins would have no reason to change in this way with $w$.

## A case that can be followed to zero interaction

Take two electrons in the trap $h=-\tfrac12\nabla^2+\tfrac12\omega^2r^2$ with $\omega=0.5$ hartree, one in each of the orbitals

$$s=\left(\frac{\omega}{\pi}\right)^{3/4}e^{-\omega r^2/2},\qquad p=\sqrt{2\omega}\,z\,s .$$

Their energies are $\tfrac32\omega$ and $\tfrac52\omega$, so both $\Phi_-$ and $\Phi_+$ have energy $4\omega=2$ hartree at $\lambda=0$.

Use $\mathbf R=(\mathbf r_1+\mathbf r_2)/2$ and $\mathbf r=\mathbf r_1-\mathbf r_2$. Then $\nabla_{1,2}=\tfrac12\nabla_R\pm\nabla_r$ and $r_1^2+r_2^2=2R^2+\tfrac12r^2$, which gives

$$H=\left[-\tfrac14\nabla_R^2+\omega^2R^2\right]+\left[-\nabla_r^2+\tfrac14\omega^2r^2+\frac{\lambda}{r}\right].$$

The first bracket is an oscillator of mass 2 and frequency $\omega$. The orbital products become

$$\Phi_\mp=\sqrt{\omega}\,s(\mathbf r_1)s(\mathbf r_2)(z_2\mp z_1),\qquad s(\mathbf r_1)s(\mathbf r_2)\propto e^{-\omega R^2-\omega r^2/4}.$$

The triplet factor $z_2-z_1$ is a relative coordinate: the relative motion has $l=1$ and the centre of mass is in its ground state. The singlet factor $z_2+z_1$ is twice the centre-of-mass coordinate: the relative motion has $l=0$ and the centre of mass carries one quantum.

The radial weights of the relative motion are $r^2e^{-\omega r^2/2}$ for $l=0$ and $r^4e^{-\omega r^2/2}$ for $l=1$. With $\alpha=\omega/2$,

$$J+K=\frac{\int_0^\infty r\,e^{-\alpha r^2}dr}{\int_0^\infty r^2e^{-\alpha r^2}dr}=\frac{1/(2\alpha)}{\sqrt\pi/(4\alpha^{3/2})}=\sqrt{\frac{2\omega}{\pi}}=0.5642,$$

$$J-K=\frac{\int_0^\infty r^3e^{-\alpha r^2}dr}{\int_0^\infty r^4e^{-\alpha r^2}dr}=\frac{1/(2\alpha^2)}{3\sqrt\pi/(8\alpha^{5/2})}=\frac23\sqrt{\frac{2\omega}{\pi}}=0.3761,$$

both in hartree. Half the sum and half the difference are $J=0.4702$ and $K=0.0940$ hartree. To first order in $\lambda$ the splitting is $2\lambda K$, where $2K=0.1881$ hartree (5.12 eV).

For any $\lambda$ the energies follow from the radial equation

$$-u''+\left[\frac{l(l+1)}{r^2}+\frac{\omega^2r^2}{4}+\frac{\lambda}{r}\right]u=\varepsilon_l u .$$

The triplet energy is $\tfrac32\omega+\varepsilon_1$ and the singlet energy is $\tfrac52\omega+\varepsilon_0$. Solving the equation numerically gives, in hartree:

| $\lambda$ | triplet | singlet | splitting | $2\lambda K$ |
|---|---|---|---|---|
| 0 | 2.0000 | 2.0000 | 0.0000 | 0.0000 |
| 0.1 | 2.0374 | 2.0557 | 0.0182 | 0.0188 |
| 0.5 | 2.1838 | 2.2645 | 0.0807 | 0.0940 |
| 1 | 2.3597 | 2.5000 | 0.1403 | 0.1881 |

The splitting disappears with the repulsion. Its computed slope at $\lambda=0$ is 0.1881 hartree, equal to $2K$ from the orbitals. The numerical check tests this agreement.

At $\lambda=1$ the splitting is 0.1403 hartree (3.82 eV), about 75% of $2K$. For normalized eigenstates $dE/d\lambda=\langle\partial H/\partial\lambda\rangle=\langle1/r_{12}\rangle$, because the changes of the state itself cancel at an eigenstate. The slope of the splitting is thus the difference of the two mean repulsions. It starts at $0.5642-0.3761=0.1881$ hartree and is $0.447-0.344=0.103$ hartree at $\lambda=1$. Between $\lambda=0$ and $\lambda=1$ the mean repulsion of the singlet falls by 0.117 hartree as the state adjusts, and that of the triplet by only 0.032 hartree. The exchange integral of fixed orbitals is therefore a first-order result, not the full splitting. At $\lambda=1$ only 0.103 of the 0.140 hartree is a difference in repulsion; the remaining 0.037 hartree is kinetic and trap energy. The trap is a mild case. For the 1s2s states of helium, full configuration interaction gives a splitting of 0.029 hartree, against $2K=0.088$ hartree from the hydrogenic orbitals of $\lambda=0$. There the triplet has the larger mean repulsion, 0.268 against 0.250 hartree, and it lies lower through its one-body energy.

## What remains without interaction

Antisymmetry itself does not depend on $\lambda$. The function $\Phi_-$ vanishes at $\mathbf r_1=\mathbf r_2$ even for $\lambda=0$, and the mean square separation shows the effect. In an oscillator state of energy $E$, half the energy is potential, so $\langle r^2\rangle=E/\omega^2$. The two orbitals contribute $\tfrac{3}{2\omega}+\tfrac{5}{2\omega}=\tfrac4\omega$. The mean position in each orbital is zero, which leaves only the cross term in

$$\langle\mathbf r_1\cdot\mathbf r_2\rangle_\mp=\mp|\langle s|z|p\rangle|^2=\mp\frac{1}{2\omega},$$

since $\langle s|z|p\rangle=\sqrt{2\omega}\,\langle s|z^2|s\rangle=\sqrt{2\omega}/(2\omega)$. Therefore

$$\langle r_{12}^2\rangle_\mp=\frac4\omega-2\langle\mathbf r_1\cdot\mathbf r_2\rangle_\mp=\frac{4\pm1}{\omega}.$$

The triplet value is 10 bohr² and the singlet value 6 bohr², against 8 bohr² for the plain product $|ab\rangle$. The electrons of the triplet are farther apart with no force between them, and the two energies are equal. This correlation is a property of the state. To first order, with the same orbitals in both states, it becomes an exchange energy when a distance-dependent repulsion is present. Once the states relax the ordering can reverse: in the 1s2s states of helium $\langle r_{12}^2\rangle$ is about 23 bohr² for the triplet and 32 bohr² for the singlet.

Exclusion also has a one-body cost. Two parallel spins cannot both occupy $s$, so at $\lambda=0$ the triplet lies $\omega=0.5$ hartree above the closed-shell ground state. That energy is kinetic and trap energy, and it does not vanish with the interaction. At $\lambda=1$ the triplet is still 0.360 hartree above the ground state. A positive $K$ favours the triplet over the singlet of the same open-shell configuration; it does not by itself make parallel spins the ground state.

## Values computed for the example and the checks

```
LATTICE CHECK (energies in model units)
three electrons, explicit state: 2.118157
three electrons, J and K rule:   2.118157
J = 0.733494, K = 0.045471
both spins up:           0.688023
triplet with M = 0:      0.688023
one up-down determinant: 0.733494
open-shell singlet:      0.778965
constant w, splitting:   0.000000
contact w, both up:      0.000000
contact w, singlet:      0.421566
TRAP MODEL
omega = 0.50 hartree
A = sqrt(2 omega/pi) = 0.564190 hartree
J(s,p) = 0.470158 hartree
K(s,p) = 0.094032 hartree
K(s,p) from momentum space = 0.094032 hartree
J(s,s) = 0.564190 hartree
J - K = 0.376126 hartree
J + K = 0.564190 hartree
2K = 0.188063 hartree = 5.117 eV
slope of triplet energy at lam=0: 0.37613 hartree
slope of singlet energy at lam=0: 0.56419 hartree
slope of splitting at lam=0:      0.18806 hartree
lam | triplet | sp singlet | ground | splitting | 2 lam K (hartree)
0.00 | 2.00000 | 2.00000 | 1.50000 | 0.00000 | 0.00000
0.01 | 2.00376 | 2.00563 | 1.50563 | 0.00187 | 0.00188
0.10 | 2.03744 | 2.05566 | 1.55566 | 0.01822 | 0.01881
0.50 | 2.18378 | 2.26447 | 1.76447 | 0.08069 | 0.09403
1.00 | 2.35966 | 2.50000 | 2.00000 | 0.14034 | 0.18806
exact splitting at lam=1: 3.819 eV
exact splitting / 2K at lam=1: 0.746
triplet minus ground, lam=0: 0.50000 hartree
triplet minus ground, lam=1: 0.35966 hartree
mean r12^2 at lam=0 (bohr^2):
  triplet 10.000, singlet 6.000, plain product 8.000
mean r12^2 at lam=1 (bohr^2):
  triplet 11.499, singlet 8.210
mean 1/r12 at lam=1 (hartree):
  triplet 0.34445, singlet 0.44744
```
